# Zone-centre levels of hydrogen tunnelling in a rigid bcc metal

## Problem

A single hydrogen atom occupies the tetrahedral interstitial sites of a perfect bcc metal with cube edge \(a\). The metal atoms are held fixed. Each site carries one localized vibrational state, these states are orthonormal, and their common energy is taken as zero. The matrix element between nearest tetrahedral sites is \(-J\), with \(J>0\); all others vanish. Find the energies and degeneracies at wave vector \(\mathbf k=0\). Then take \(a=0.33\) nm and \(J=0.1\) meV, and judge which omissions of the model matter.

## Sites and neighbours

Measure coordinates in units of \(a/4\). Metal atoms lie at \((0,0,0)\), \((2,2,2)\) and all points reached by cube translations, which add multiples of 4 to any coordinate. A lattice translation therefore has components that are all multiples of 4, or all equal to 2 modulo 4.

The point \((2,1,0)\) is a tetrahedral site. Its nearest metal atoms are \((0,0,0)\), \((4,0,0)\), \((2,2,2)\) and \((2,2,-2)\), all at squared distance 5. In general a site has one odd coordinate, while the other two are 0 and 2 modulo 4. There are three choices for the odd coordinate, two for its value (1 or 3) and two for the order of the even ones, hence twelve sites per cube. The cube holds two primitive cells, so there are six sublattices. The translation \((2,2,2)\) leaves the odd coordinate on the same axis, so each axis \(x,y,z\) owns two sublattices, called \(+\) and \(-\).

To find the neighbours of \((2,1,0)\), try the shortest steps first.

- A step of squared length 1 leaves either no odd coordinate or two, so it reaches no site.
- A step of squared length 2 must make \(y\) even and one other coordinate odd. The two even coordinates must then be 0 and 2. This leaves \((1,2,0)\), \((3,2,0)\), \((2,0,1)\) and \((2,0,-1)\).

The first two neighbours differ by \((2,0,0)\), the last two by \((0,0,2)\). Neither is a lattice translation, so the four neighbours lie on four different sublattices, those of the other two axes. Coordinate permutations, inversion about a metal atom and translations carry any site into any other, so the same holds everywhere. The hop length is \(\sqrt2\,a/4\).

## First estimate by scaling

With site energies at zero, \(J\) is the sole energy in the problem, and every level is a number times \(J\). The number of neighbours gives the first level. A state with equal amplitude on all sites receives \(-J\) from each of four neighbours, so its energy is \(-4J\).

Two sums restrict the other five levels. At \(\mathbf k=0\) no site is coupled to its own sublattice, so \(\mathrm{Tr}\,H=0\). Each of the six rows of \(H\) has four entries of size \(J\), so \(\mathrm{Tr}\,H^2=24J^2\). The remaining five levels thus have

\[
\text{mean}=\frac{4J}{5}=0.8J,\qquad
\text{mean square}=\frac{(24-16)J^2}{5}=1.6J^2 .
\]

Their standard deviation is \(\sqrt{1.6-0.64}\,J=0.98J\). The estimate is one level at \(-4J\) and a group of five around \(0.8J\), reaching to roughly \(1.8J\). It gives no degeneracies.

## Exact solution

Let \(|\mathbf r\rangle\) be the state on site \(\mathbf r\), and let \(N\) be the number of primitive cells. The Bloch state of sublattice \(i\) is

\[
|\mathbf k,i\rangle=\frac1{\sqrt N}\sum_{\mathbf r\in i}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle ,
\qquad
H_{ij}(\mathbf k)=-J\sum_{\mathbf d:\,i\to j}e^{i\mathbf k\cdot\mathbf d}.
\]

The sum runs over the bonds \(\mathbf d\) from a site of \(i\) to sites of \(j\). At \(\mathbf k=0\) all phases are one. Hence \(H_{ij}=-J\) if \(i\) and \(j\) belong to different axes, and \(H_{ij}=0\) otherwise.

**Odd combinations.** For each axis \(\alpha\) define

\[
|o_\alpha\rangle=\frac{|\alpha+\rangle-|\alpha-\rangle}{\sqrt2}.
\]

Each sublattice of another axis receives \(-J(1-1)/\sqrt2=0\), and those of axis \(\alpha\) receive nothing because they are not coupled to each other. Thus \(H|o_\alpha\rangle=0\). The three axes give three orthogonal states with \(E=0\).

**Even combinations.** Define \(|e_\alpha\rangle=(|\alpha+\rangle+|\alpha-\rangle)/\sqrt2\). Each sublattice of another axis \(\beta\) now receives \(-J(1+1)/\sqrt2=-\sqrt2J\). Since \(|\beta+\rangle+|\beta-\rangle=\sqrt2\,|e_\beta\rangle\),

\[
H|e_\alpha\rangle=-2J\sum_{\beta\ne\alpha}|e_\beta\rangle .
\]

For a state \(\sum_\alpha c_\alpha|e_\alpha\rangle\), write \(S=c_x+c_y+c_z\). The eigenvalue equation is

\[
E c_\alpha=-2J(S-c_\alpha)
\quad\Longrightarrow\quad
(E-2J)c_\alpha=-2JS .
\]

If \(S=0\), a nonzero state requires \(E=2J\). The condition \(S=0\) leaves two independent vectors, so this level is double. If \(S\neq0\), adding the three equations gives \((E-2J)S=-6JS\), so \(E=-4J\), and all \(c_\alpha\) are equal. Altogether,

\[
\boxed{E=-4J\ (\text{once}),\qquad E=0\ (\text{three times}),\qquad E=2J\ (\text{twice}).}
\]

The six states are accounted for. The sums agree too: \(-4+0+2\cdot2=0\) and \(16+0+2\cdot4=24\).

**Symmetry.** Inversion about a metal atom takes \((2,1,0)\) to \((-2,-1,0)\), which is equivalent to \((2,3,0)\), the other \(y\) sublattice. Inversion therefore reverses every \(|o_\alpha\rangle\) and preserves every \(|e_\alpha\rangle\).

A quarter turn about \(z\) through a metal atom takes \((0,2,1)\) to \((-2,0,1)\). This differs from \((0,2,3)\) by the lattice translation \((-2,-2,-2)\), so the two \(z\) sublattices are exchanged. The turn sends \(|o_z\rangle\) to \(-|o_z\rangle\) and interchanges the \(x\) and \(y\) states up to signs. Its trace on the triplet is \(-1\), whereas the components of a vector would give \(+1\). This excludes the vector symmetry \(T_{1u}\) but not yet the sum \(A_{2u}+E_u\), which has the same two traces. The half turn about \(z\) decides: it keeps each \(z\) sublattice and exchanges the two \(x\) and the two \(y\) sublattices, so its trace is \(1-1-1=-1\), against \(+3\) for \(A_{2u}+E_u\). The triplet thus has the symmetry called \(T_{2u}\). The singlet is \(A_{1g}\) and the doublet \(E_g\).

## A second case: the zone corner H

The levels at \(\mathbf k=0\) are not symmetric about zero, yet the whole band is. Colour each site by the cyclic order in which the labels "odd, 0, 2" appear along \(x,y,z\). There are two such orders, and exchanging any two labels changes one into the other. Every nearest-neighbour hop found above exchanges "odd" with either 0 or 2, so it changes the colour.

Now reverse the sign of an eigenstate on one colour. Every hopping term changes sign, so an eigenstate of energy \(E\) becomes one of energy \(-E\). A cube translation keeps the colour, but \((2,2,2)\) exchanges the labels 0 and 2 and changes it. A state with \(\mathbf k=0\) therefore becomes one that is unchanged by cube translations and reversed by the body-centre translation. That is the wave vector \(\mathbf k=(2\pi/a)(1,0,0)\), the point H. Its levels are \(-2J\) twice, 0 three times and \(4J\) once.

No level lies outside \(\pm4J\). To see this, let \(c_m\) be the site amplitude of largest modulus in a Bloch eigenstate. Then \(|E||c_m|\le J\sum|c_j|\le4J|c_m|\), where the sum covers the four neighbours. Both limits are reached, one at \(\mathbf k=0\) and the other at H, so the band width is \(8J\).

The zone centre stops at \(2J\) because all sites of one sublattice must have equal amplitude there. Three mutually coupled axis amplitudes cannot all be opposite to one another; the best they can do is add to zero.

## Comparison

The scaling estimate has the lowest level right, because the uniform state is an eigenstate. The other five levels lie at 0 and \(2J\), and so deviate from their mean by \(-0.8J\) and \(1.2J\). The estimated top, \(1.78J\), is about 11% below the exact \(2J\), and the estimated spread, \(5.78J\), about 4% below \(6J\). What the two sums cannot supply is the grouping into a triplet and a doublet, which comes from the pairing of sublattices.

For \(J=0.1\) meV the levels are \(-0.4\) meV once, 0 three times and 0.2 meV twice. The spread is 0.6 meV, which corresponds to 7.0 K. The full band width is 0.8 meV.

## What the model leaves out

The cube edge and the elastic moduli used below are rough values for niobium. The value of \(J\) is assumed; one taken from experiment would already contain the reductions by lattice and electrons mentioned below, and would not be the rigid-lattice element. A one-dimensional model shows how a \(J\) of this size can arise: a proton of mass \(m\) in two square wells of width \(w=0.07\) nm, with a potential \(V=0.20\) eV above the well bottoms everywhere outside them. Let the well centres be a distance \(L\) apart, so that the gap is \(b=L-w\), and let

\[
q=\sqrt{2mE}/\hbar,\qquad \kappa=\sqrt{2m(V-E)}/\hbar .
\]

In a well the wave function is \(\cos q(x-x_0)\). Outside the pair it decays as \(e^{-\kappa|x|}\), and in the gap it is \(\cosh\kappa x\) (even) or \(\sinh\kappa x\) (odd). Matching \(\psi'/\psi\) at the two edges of a well fixes the phase from \(x_0\) to each edge. The phases add up to

\[
qw=\arctan\frac{\kappa}{q}+\arctan\frac{\kappa t}{q},
\qquad t=\tanh\frac{\kappa b}{2}\ \text{or}\ \coth\frac{\kappa b}{2}.
\]

Two states coupled by \(-J\) have energies \(\mp J\), so \(J\) is half the odd-even splitting. For the hop length 0.117 nm the result is 0.14 meV. The well width and barrier height are assumed, and \(J\) falls roughly as \(e^{-\kappa b}\), so it is sensitive to both. The model shows that a value near 0.1 meV is attainable, but it is not independent evidence for it.

**Second neighbours.** The next sites lie at \(a/2=0.165\) nm. From \((2,1,0)\) they are \((2,3,0)\) and \((2,-1,0)\), both on the partner sublattice of the same axis. An element \(-J_2\) therefore adds \(-2J_2\) to the even states and \(+2J_2\) to the odd ones:

\[
-4J-2J_2,\qquad 2J_2\ (\text{three times}),\qquad 2J-2J_2\ (\text{twice}).
\]

With the same wells and barrier height, \(J_2/J=0.012\). The levels then move by about 0.002 meV and no degeneracy is lifted. The ratio follows \(e^{-\kappa(L_2-L_1)}\), with \(L_1,L_2\) the two distances, and runs from 0.004 to 0.05 as \(V\) goes from 0.30 to 0.10 eV. The equal barrier height is also a crude assumption, since the two paths differ.

**Excited vibrations.** In the same wells the next pair of levels lies 71 meV above the lowest pair. By second-order perturbation theory, a coupling \(g\) across this gap shifts a level by about \(g^2/(71\ \text{meV})\). For \(g=10J=1\) meV this is \(s=0.014\) meV per coupling. In the crystal the couplings to four neighbours and three vibration directions add. If each bond couples the lowest state to the neighbour's vibration along the bond, and the three modes have equal energy, the singlet, triplet and doublet shift by \(0\), \(-4s\) and \(-6s\), up to 0.085 meV. These are proportional to the spacings \(0\), \(4J\), \(6J\) above the singlet, so at \(\mathbf k=0\) they amount to replacing \(J\) by \(J-s\) plus a common shift \(-4s\). This is not a change of \(J\) for the whole band: the second-order term joins sites of the same colour and is unaltered by the sign reversal used above, so at H the same shifts correspond to \(J+s\). Unequal mode energies would spoil this proportionality but not the degeneracies.

**Strain.** Let a site of axis \(z\) have elastic dipole components \(P_\parallel\) along \(z\) and \(P_\perp\) across it. A uniaxial strain \(\varepsilon\) along \(z\) changes site energies by \(-P_\parallel\varepsilon\) on \(z\) sites and \(-P_\perp\varepsilon\) on the others. Apart from a common shift, the \(z\) sites gain \(D=-(P_\parallel-P_\perp)\varepsilon\). With \(J\) held fixed, the odd states have energies 0, 0 and \(D\), and \((|e_x\rangle-|e_y\rangle)/\sqrt2\) stays at \(2J\). The states \((|e_x\rangle+|e_y\rangle)/\sqrt2\) and \(|e_z\rangle\) have diagonal elements \(-2J\) and \(D\) and are coupled by \(-2\sqrt2J\), so

\[
E_\pm=\frac{D-2J}{2}\pm\sqrt{\left(\frac{D+2J}{2}\right)^2+8J^2}.
\]

For an assumed anisotropy \(P_\parallel-P_\perp=0.3\) eV and \(\varepsilon=-10^{-4}\), \(D=0.03\) meV. The levels become \(-0.390\), 0 (twice), 0.030, 0.200 and 0.220 meV. Both degenerate levels split. For this assumed anisotropy a strain of magnitude \(3.3\times10^{-4}\) makes \(|D|=J\), so the degeneracies would hold closely only at much smaller strains.

**Lattice relaxation.** Represent the outward push of the hydrogen by an isotropic force dipole \(P\) spread over a sphere of radius \(R\) and volume \(v\). In an isotropic medium with bulk modulus \(K\) and shear modulus \(G\), the radial displacement is \(Ar\) inside and \(AR^3/r^2\) outside. The inside is uniformly dilated by \(3A\) and stores \(\tfrac12K(3A)^2v\). Outside there is no dilation. The strains \(-2AR^3/r^3\), \(AR^3/r^3\) and \(AR^3/r^3\) give the energy density \(6GA^2R^6/r^6\), which integrates to \(6GA^2v\). With the work term \(-3PA\),

\[
U=\tfrac92MvA^2-3PA,\qquad M=K+\tfrac43G .
\]

The minimum is at \(A=P/(3Mv)\), where \(U=-P^2/(2Mv)\). Take \(P=3\) eV, \(K=170\) GPa, \(G=40\) GPa and \(v=a^3/2=0.0180\) nm³, the volume per metal atom. Then \(M=223\) GPa, \(Mv\approx25\) eV, and the energy gained is \(9/50\approx0.18\) eV. A finite-element minimization of the radial elastic energy agrees to the printed digits. Continuum elasticity at this scale is itself a rough approximation: the result scales as \(1/v\) with an assumed \(v\), and keeping only wave numbers below the Debye cutoff \((6\pi^2/v)^{1/3}\) halves it to 0.09 eV.

Either value is of order \(10^3\) times \(J\), so the lattice cannot be regarded as rigid on the scale of \(J\). The figure is the total relaxation energy, however, which is the same at every site and by itself only shifts the common zero. What matters for the levels is how much the lattice must be rearranged in a hop. If \(J\) does not depend on the metal positions, the element between relaxed sites is \(J\) times the overlap of the two lattice states, whose modulus is at most one. As long as the motion stays coherent and one such element describes all nearest-neighbour hops, the pattern \(-4:0:2\) survives with a smaller \(J\). The same continuum gives a rough size. Each longitudinal mode is a displaced oscillator, and the overlap is \(e^{-W}\) with

\[
W=\frac{P^2}{2M}\int\frac{d^3k}{(2\pi)^3}\,f(kR)^2\,\frac{1-\sin(kL_1)/(kL_1)}{\hbar ck},\qquad f(x)=\frac{3(\sin x-x\cos x)}{x^3},\qquad c=\sqrt{M/\rho}.
\]

For \(\rho=8570\) kg/m³ the overlap is 0.57 with the Debye cutoff and 0.28 without it. In this model \(J\) is thus reduced by a factor of about 2 to 4 rather than by orders of magnitude, and the figure is uncertain by a factor of two from the cutoff alone.

**Temperature and the real case.** At 4 K, \(k_BT=0.345\) meV, which is already comparable with the level spacings. At 300 K it is 25.9 meV, some 32 times the band width. These levels therefore say nothing quantitative about room-temperature diffusion, where thermally excited lattice motion governs the hops. In real group-5 metals, untrapped hydrogen also tends to precipitate as hydride on cooling, and a trapped atom moves among just a few sites near its trap; either case removes the lattice periodicity used here. Damping by conduction electrons and the interaction between hydrogen atoms are left out as well. The six levels belong to the ideal periodic model and are not a predicted spectrum of such a metal. The numerical output below lists the inputs and the main results.

## Table of computed values

```
T sites per cube: 12  sublattices: 6
site (units a/4) 1 0 2 | row of A: 0 0 1 1 1 1
site (units a/4) 1 2 0 | row of A: 0 0 1 1 1 1
site (units a/4) 0 1 2 | row of A: 1 1 0 0 1 1
site (units a/4) 0 3 2 | row of A: 1 1 0 0 1 1
site (units a/4) 0 2 1 | row of A: 1 1 1 1 0 0
site (units a/4) 0 2 3 | row of A: 1 1 1 1 0 0
first, second neighbours per site: 4 2
levels at k=0 (units J): -4.000 0.000 0.000 0.000 2.000 2.000
levels at H (units J): -2.000 -2.000 0.000 0.000 0.000 4.000
trace H, trace H^2 at k=0 (J, J^2): 0.0 24.0
level -4J: trace of inversion, fourfold: 1.0 1.0
level 0: trace of inversion, fourfold: -3.0 -1.0
level 2J: trace of inversion, fourfold: 2.0 0.0
cube edge a = 0.33 nm, J = 0.10 meV
first-neighbour distance = 0.1167 nm
second-neighbour distance = 0.1650 nm
example levels (meV): -0.400 0.000 0.000 0.000 0.200 0.200
spread 6J = 0.600 meV = 6.96 K
full band width 8J = 0.800 meV
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
well model: barrier 0.20 eV, well width 0.07 nm
well model: J = 0.1416 meV
well model: J2 = 0.00167 meV
well model: J2/J = 0.0118
well model: vibrational gap = 70.9 meV
J2 used in example = 0.00118 meV
levels with J2 (meV): -0.4024 0.0024 0.0024 0.0024 0.1976 0.1976
dipole anisotropy = 0.3 eV, strain = -1.0e-04
strain shift D = 0.030 meV
levels with strain (meV): -0.3903 0.0000 0.0000 0.0300 0.2000 0.2203
strain magnitude for |D| = J: 3.33e-04
force dipole P = 3.0 eV, volume v = 0.01797 nm^3
bulk, shear modulus = 170, 40 GPa
relaxation energy, formula = 0.1797 eV
relaxation energy, finite elements = 0.1797 eV
relaxation energy / J = 1797
```
